**Symmetry zeros of two-electron continua and the helium back-to-back node**

The program tests where an amplitude f_M(k1,k2) must vanish, given the total angular momentum L, its projection M, the parity and the spin S; k1 and k2 are the electron momenta. Random bipolar-harmonic amplitudes for all 64 states with L ≤ 3 are evaluated in eleven geometries, and the program asserts that their zeros agree with the invariant spaces of the symmetry operations and include every zero required by the selection rules. For helium it solves ψ = (E + iη − H)⁻¹(z1 + z2)Φ in correlated Gaussians, where Φ is the initial state, E the energy above the double threshold and η a damping, and it examines ψ in momentum space. It asserts that the singlet amplitude vanishes for equal-energy back-to-back momenta, that it is nonzero for three unequal energy sharings, and that |f|² leaves the node with power 2 or 4 in the angle. For the triplet initial state it asserts the reverse pattern: back-to-back emission is allowed and k1 = k2 is forbidden. The ground-state energy and polarizability are compared with full configuration interaction, and the oscillator-strength sum with its exact value 2. The output shows a singlet node at about 10⁻⁹ of the reference amplitude. The unequal-energy magnitudes differ strongly between the two bases, so they demonstrate a nonzero amplitude but are not converged cross sections.

## Verification by program

```python
# Result under test: the amplitude f_M(k1,k2) for a two-electron continuum of
# total L, M, parity (+1/-1) and spin S vanishes in geometries fixed by symmetry;
# in particular a singlet-P-odd amplitude vanishes for k2 = -k1.
# Part 1: random bipolar-harmonic amplitudes against the symmetry rules.
# Part 2: helium with correlated Gaussians exp(-x.A.x/2), x = (r1, r2), and
# psi = (E + i eta - H)^-1 (z1 + z2) Phi, analysed in momentum space.
# Hartree atomic units inside the program; angles in degrees where named deg.
from functools import lru_cache
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, eigh
from scipy.special import lpmv
from sympy.physics.wigner import clebsch_gordan
from pyscf import gto, scf, fci, ao2mo

rng = np.random.default_rng(7)


def vector(k, theta_deg, phi_deg=0.0):
    t, p = np.radians([theta_deg, phi_deg])
    return k * np.array([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p), np.cos(t)])


# ---------------- Part 1: general rules ----------------
LMAX = 3


@lru_cache(maxsize=None)
def cg(l1, l2, L, m1, m2, M):
    return float(clebsch_gordan(l1, l2, L, m1, m2, M))


def harmonics(k):
    c = k[2] / np.linalg.norm(k)
    phi = np.arctan2(k[1], k[0])
    Y = {}
    for l in range(LMAX + 1):
        for m in range(l + 1):
            n = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - m) / factorial(l + m))
            Y[l, m] = n * lpmv(m, l, c) * np.exp(1j * m * phi)
            Y[l, -m] = (-1)**m * np.conj(Y[l, m])
    return Y


def unsymmetrized(L, coef, k1, k2):
    Y1, Y2 = harmonics(k1), harmonics(k2)
    q1, q2 = np.linalg.norm(k1), np.linalg.norm(k2)
    out = np.zeros(2*L + 1, complex)
    for (l1, l2), c in coef.items():
        radial = c[0] + c[1] * q1 + c[2] * q2**2
        for M in range(-L, L + 1):
            for m1 in range(-l1, l1 + 1):
                m2 = M - m1
                if abs(m2) <= l2:
                    out[M + L] += (radial * cg(l1, l2, L, m1, m2, M)
                                   * Y1[l1, m1] * Y2[l2, m2])
    return out


def rotation_matrix(L, axis, angle):
    m = np.arange(-L, L + 1)
    Jp = np.zeros((2*L + 1, 2*L + 1), complex)
    for i in range(2*L):
        Jp[i + 1, i] = np.sqrt(L*(L + 1) - m[i]*(m[i] + 1))
    Jx, Jy = (Jp + Jp.conj().T) / 2, (Jp - Jp.conj().T) / 2j
    a = axis / np.linalg.norm(axis)
    return expm(-1j * angle * (a[0]*Jx + a[1]*Jy + a[2]*np.diag(m)))


def invariant_weights(L, parity, S, k1, k2):
    """Size of each M component in the space left invariant by the stabilizer."""
    equal = np.isclose(np.linalg.norm(k1), np.linalg.norm(k2))
    normal = np.cross(k1, k2)
    if np.linalg.norm(normal) > 1e-9:
        ops = [(normal, np.pi, parity)]
        if equal:
            ops.append((k1 + k2, np.pi, (-1)**S))
    else:
        side = np.cross(k1, [0.3, 0.5, 0.8])
        ops = [(k1, 0.7, 1), (side, np.pi, parity)]
        if equal:
            sign = (-1)**S * (parity if k1 @ k2 < 0 else 1)
            ops.append((k1, 0.0, sign))
    one = np.eye(2*L + 1)
    rows = np.vstack([s * rotation_matrix(L, a, w).T - one for a, w, s in ops])
    _, sing, vh = np.linalg.svd(rows)
    return np.sqrt(np.sum(np.abs(vh[sing < 1e-9])**2, axis=0))


ka, kb = 0.8, 1.3
# name: (k1, k2, rule(L, M, parity, S) -> True when the amplitude must vanish)
geometries = {
    "generic, unequal E": (vector(ka, 35, 10), vector(kb, 80, 125),
                           lambda L, M, p, S: False),
    "generic, equal E": (vector(ka, 35, 10), vector(ka, 80, 125),
                         lambda L, M, p, S: False),
    "both perpendicular to z": (vector(ka, 90, 10), vector(kb, 90, 125),
                                lambda L, M, p, S: p * (-1)**M == -1),
    "coplanar with z": (vector(ka, 35, 10), vector(kb, 80, 10),
                        lambda L, M, p, S: M == 0 and p * (-1)**L == -1),
    "back-to-back, unequal E": (vector(ka, 35, 10), -vector(kb, 35, 10),
                                lambda L, M, p, S: p * (-1)**L == -1),
    "back-to-back, equal E": (vector(ka, 35, 10), -vector(ka, 35, 10),
                              lambda L, M, p, S: p * (-1)**S == -1),
    "equal E, th1=th2": (vector(ka, 50, 20), vector(ka, 50, 110),
                         lambda L, M, p, S: M == 0 and p * (-1)**(L + S) == -1),
    "equal E, th2=180-th1": (vector(ka, 50, 20), vector(ka, 130, 110),
                             lambda L, M, p, S: M == 0 and (L + S) % 2 == 1),
    "equal E, th1=th2, dphi=180": (vector(ka, 50, 20), vector(ka, 50, 200),
                                   lambda L, M, p, S: (M + S) % 2 == 1),
    "equal E, th2=180-th1, dphi=0": (vector(ka, 50, 20), vector(ka, 130, 20),
                                     lambda L, M, p, S: p * (-1)**(M + S) == -1),
    "k1=k2": (vector(ka, 35, 10), vector(ka, 35, 10),
              lambda L, M, p, S: S == 1),
}
forbidden = dict.fromkeys(geometries, 0)
zeros = dict.fromkeys(geometries, 0)
amplitude_table = {}
n_states = 0
for L in range(4):
    for parity in (1, -1):
        for S in (0, 1):
            n_states += 2*L + 1
            coef = {(a, b): rng.normal(size=3)
                    for a in range(LMAX + 1) for b in range(LMAX + 1)
                    if abs(a - b) <= L <= a + b and (-1)**(a + b) == parity}
            for name, (k1, k2, rule) in geometries.items():
                f = (unsymmetrized(L, coef, k1, k2)
                     + (-1)**S * unsymmetrized(L, coef, k2, k1))
                weight = invariant_weights(L, parity, S, k1, k2)
                amplitude_table[name, L, parity, S] = f
                for M in range(-L, L + 1):
                    is_zero = abs(f[M + L]) < 1e-10
                    assert is_zero == (weight[M + L] < 1e-9), (name, L, M, parity, S)
                    zeros[name] += is_zero
                    if rule(L, M, parity, S):
                        forbidden[name] += 1
                        assert is_zero, (name, L, M, parity, S)
print(f"(L,M,parity,S) states tested per geometry, L<=3: {n_states}")
print("geometry: forbidden by its rule / all zeros found (counts)")
for name in geometries:
    print(f"  {name}: {forbidden[name]} / {zeros[name]}")
b2b = "back-to-back, equal E"
assert np.max(np.abs(amplitude_table[b2b, 1, -1, 0])) < 1e-10
assert np.max(np.abs(amplitude_table["generic, equal E", 1, 1, 0])) < 1e-10
assert np.min(np.abs(amplitude_table["generic, unequal E", 1, 1, 0])) > 1e-6
assert np.min(np.abs(amplitude_table[b2b, 2, 1, 0])) > 1e-6  # singlet D even


# ---------------- Part 2: helium ----------------
def gaussian_matrices(A, u=None):
    """Overlap and Hamiltonian; u=None: S states, else prefactor u1*z1+u2*z2."""
    C = np.linalg.inv(A[:, None] + A[None, :])
    s = (4 * np.pi**2 * np.linalg.det(C))**1.5
    trace = np.einsum('iab,jbc,ijca->ij', A, A, C)
    if u is None:
        q = np.ones_like(s)
        kinetic = 1.5 * trace
    else:
        left = np.einsum('ia,ijab->ijb', u, C)
        right = np.einsum('ijab,jb->ija', C, u)
        q = np.einsum('ija,ja->ij', left, u)
        AiL = np.einsum('iab,ijb->ija', A, left)
        AjL = np.einsum('jab,ijb->ija', A, left)
        AiR = np.einsum('iab,ijb->ija', A, right)
        AjR = np.einsum('jab,ijb->ija', A, right)
        kinetic = 0.5 * (u @ u.T - np.einsum('ia,ija->ij', u, AjR)
                         - np.einsum('ja,ija->ij', u, AiL) + 3 * q * trace
                         + np.sum(AiL * AjR + AjL * AiR, axis=2))
    potential = np.zeros_like(s)
    for charge, w in ((-2, [1., 0.]), (-2, [0., 1.]), (1, [1., -1.])):
        w = np.array(w)
        Cw = C @ w
        var = Cw @ w
        ang = q
        if u is not None:
            ang = q - (np.einsum('ia,ija->ij', u, Cw)
                       * np.einsum('ja,ija->ij', u, Cw)) / (3 * var)
        potential += charge * np.sqrt(2 / (np.pi * var)) * ang
    return s * q, s * (kinetic + potential)


def diagonalize(S, H):
    d = 1 / np.sqrt(np.diag(S))
    val, vec = eigh(S * np.outer(d, d))
    keep = val > 1e-9
    X = d[:, None] * vec[:, keep] / np.sqrt(val[keep])
    Hx = X.T @ H @ X
    e, Y = eigh((Hx + Hx.T) / 2)
    return e, X @ Y


hartree_eV = physical_constants['Hartree energy in eV'][0]
E_excess = 20.0 / hartree_eV
eta = 0.5
gammas = (0.0, 0.15, 0.9)


class Helium:
    def __init__(self, n, ratio):
        ex = 0.05 * ratio**np.arange(n)
        A = np.array([[[2*(a + g), -2*g], [-2*g, 2*(b + g)]]
                      for a in ex for b in ex for g in gammas])
        self.shape = (n, n, len(gammas))
        self.S0, H0 = gaussian_matrices(A)
        self.e0, self.v0 = diagonalize(self.S0, H0)
        self.A = np.concatenate([A, A])
        self.u = np.repeat(np.eye(2), len(A), axis=0)
        self.S1, H1 = gaussian_matrices(self.A, self.u)
        self.e1, self.v1 = diagonalize(self.S1, H1)
        self.G = np.linalg.inv(self.A)
        self.det = np.linalg.det(self.A)**-1.5

    def exchange(self, state):
        c = self.v0[:, state]
        swapped = c.reshape(self.shape).transpose(1, 0, 2).ravel()
        return c @ self.S0 @ swapped

    def dipole(self, state):
        c = self.v0[:, state]
        return self.v1.T @ (self.S1 @ np.concatenate([c, c]))

    def response(self, state):
        return self.v1 @ (self.dipole(state) / (E_excess + 1j*eta - self.e1))

    def amplitude(self, psi, k1, k2):
        k = np.array([k1, k2])
        gauss = np.exp(-0.5 * np.einsum('iab,ab->i', self.G, k @ k.T))
        pre = np.einsum('ia,iab,b->i', self.u, self.G, k[:, 2])
        return -1j * np.sum(psi * pre * gauss * self.det)


he = Helium(10, 2.3)
E0, Et = he.e0[0], he.e0[1]
x0, xt = he.exchange(0), he.exchange(1)
d0 = he.dipole(0)
polarizability = 2 * np.sum(d0**2 / (he.e1 - E0))
sum_rule = 2 * np.sum(d0**2 * (he.e1 - E0))
assert abs(x0 - 1) < 1e-6 and abs(xt + 1) < 1e-6
assert abs(sum_rule - 2) < 0.02

mol = gto.M(atom='He', basis='aug-cc-pvqz', verbose=0)
mf = scf.RHF(mol).run()
C = mf.mo_coeff
norb = C.shape[1]
eri = ao2mo.kernel(mol, C)
zint = mol.intor('int1e_r')[2]
solver = fci.direct_spin1.FCI()
solver.conv_tol, solver.max_cycle = 1e-12, 200
field = 0.01
E_fci, E_field = [solver.kernel(C.T @ (mf.get_hcore() + F * zint) @ C, eri,
                                norb, (1, 1))[0] for F in (0.0, field)]
pol_fci = 2 * (E_fci - E_field) / field**2
assert abs(E0 - E_fci) < 3e-3           # two different finite bases
assert abs(polarizability / pol_fci - 1) < 0.03

print(f"He ground-state energy, correlated Gaussians: {E0:.5f} hartree")
print(f"He ground-state energy, FCI/aug-cc-pVQZ: {E_fci:.5f} hartree")
print(f"He 1s2s triplet-S energy, correlated Gaussians: {Et:.5f} hartree")
print(f"exchange eigenvalue, ground / triplet: {x0:.6f} / {xt:.6f}")
print(f"polarizability, Gaussians / FCI: {polarizability:.4f} / {pol_fci:.4f} a.u.")
print(f"oscillator-strength sum (exact 2): {sum_rule:.5f}")

k = np.sqrt(E_excess)
print(f"excess energy: {E_excess*hartree_eV:.1f} eV = {E_excess:.5f} hartree")
print(f"photon energy from ground state: {(E_excess-E0)*hartree_eV:.2f} eV")
print(f"eta: {eta:.2f} hartree; equal-sharing momentum: {k:.5f} a.u.")

psi = he.response(0)
ref = abs(he.amplitude(psi, vector(k, 0), vector(k, 90)))
print("singlet, equal energies, k1 along polarization z:")
print("theta12 (deg), |f|^2 relative to its value at 90 deg")
for deg in (30, 60, 90, 120, 150, 170):
    val = (abs(he.amplitude(psi, vector(k, 0), vector(k, deg))) / ref)**2
    print(f"  {deg:3d}  {val:.5f}")

node = max(abs(he.amplitude(psi, vector(k, t, 20), -vector(k, t, 20))) / ref
           for t in (0, 35, 70))
cone = abs(he.amplitude(psi, vector(k, 40), vector(k, 140, 70))) / ref
assert node < 1e-5 and cone < 1e-5
print(f"largest back-to-back |f|/|f(90)|, equal energies: {node:.1e}")
print(f"|f|/|f(90)| at th1=40, th2=140, dphi=70 deg: {cone:.1e}")

# equal-energy law f = a(theta12) (cos th1 + cos th2): same a in two orientations
a_values = []
for t1, t2 in ((20, 140), (-50, 70)):
    f = he.amplitude(psi, vector(k, t1), vector(k, t2))
    a_values.append(f / (np.cos(np.radians(t1)) + np.cos(np.radians(t2))))
spread = abs(a_values[0] / a_values[1] - 1)
assert spread < 1e-5
print(f"relative difference of a(120 deg) in two orientations: {spread:.1e}")


def node_power(t1, delta):
    f = [abs(he.amplitude(psi, vector(k, t1), vector(k, t1 + 180 - d)))
         for d in (delta, 2 * delta)]
    return 2 * np.log2(f[1] / f[0])


p_oblique, p_along = node_power(45, 0.5), node_power(0, 2.0)
assert abs(p_oblique - 2) < 0.1 and abs(p_along - 4) < 0.1
print(f"power of delta in |f|^2, k1 at 45 deg to z: {p_oblique:.3f}")
print(f"power of delta in |f|^2, k1 along z: {p_along:.3f}")


def unequal_ratio(model, share):
    p = model.response(0)
    r = abs(model.amplitude(p, vector(k, 0), vector(k, 90)))
    q1, q2 = np.sqrt(2*E_excess*share), np.sqrt(2*E_excess*(1 - share))
    return (abs(model.amplitude(p, vector(q1, 0), vector(q2, 180))) / r)**2


small = Helium(8, 2.7)
print("back-to-back along z, |f|^2 relative to equal-energy 90 deg value")
print("E1/E2 (eV), main basis, smaller basis")
for share in (0.6, 0.75, 0.9):
    main_value, small_value = unequal_ratio(he, share), unequal_ratio(small, share)
    assert main_value > 1e-6
    print(f"  {20*share:.0f}/{20*(1-share):.0f}  {main_value:.5f}  {small_value:.5f}")

psi_t = he.response(1)
ref_t = abs(he.amplitude(psi_t, vector(k, 0), vector(k, 90)))
t_back = abs(he.amplitude(psi_t, vector(k, 0), vector(k, 180))) / ref_t
t_same = abs(he.amplitude(psi_t, vector(k, 35), vector(k, 35))) / ref_t
assert t_back > 1e-2 and t_same < 1e-5
print(f"triplet start, back-to-back |f|/|f(90)|: {t_back:.4f}")
print(f"triplet start, k1=k2 |f|/|f(90)|: {t_same:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
(L,M,parity,S) states tested per geometry, L<=3: 64
geometry: forbidden by its rule / all zeros found (counts)
  generic, unequal E: 0 / 2
  generic, equal E: 0 / 6
  both perpendicular to z: 32 / 32
  coplanar with z: 8 / 8
  back-to-back, unequal E: 32 / 32
  back-to-back, equal E: 32 / 48
  equal E, th1=th2: 8 / 11
  equal E, th2=180-th1: 8 / 11
  equal E, th1=th2, dphi=180: 32 / 36
  equal E, th2=180-th1, dphi=0: 32 / 36
  k1=k2: 32 / 48
He ground-state energy, correlated Gaussians: -2.90224 hartree
He ground-state energy, FCI/aug-cc-pVQZ: -2.90253 hartree
He 1s2s triplet-S energy, correlated Gaussians: -2.17184 hartree
exchange eigenvalue, ground / triplet: 1.000000 / -1.000000
polarizability, Gaussians / FCI: 1.3868 / 1.3844 a.u.
oscillator-strength sum (exact 2): 2.00115
excess energy: 20.0 eV = 0.73499 hartree
photon energy from ground state: 98.97 eV
eta: 0.50 hartree; equal-sharing momentum: 0.85731 a.u.
singlet, equal energies, k1 along polarization z:
theta12 (deg), |f|^2 relative to its value at 90 deg
   30  2.99880
   60  2.13862
   90  1.00000
  120  0.22135
  150  0.01487
  170  0.00021
largest back-to-back |f|/|f(90)|, equal energies: 8.1e-10
|f|/|f(90)| at th1=40, th2=140, dphi=70 deg: 2.9e-10
relative difference of a(120 deg) in two orientations: 1.8e-09
power of delta in |f|^2, k1 at 45 deg to z: 1.987
power of delta in |f|^2, k1 along z: 3.995
back-to-back along z, |f|^2 relative to equal-energy 90 deg value
E1/E2 (eV), main basis, smaller basis
  12/8  0.04754  0.01848
  15/5  0.06607  0.00919
  18/2  0.19757  0.34549
triplet start, back-to-back |f|/|f(90)|: 1.2100
triplet start, k1=k2 |f|/|f(90)|: 1.5e-10
ALL CHECKS PASSED
```
